# Primed-Ladder Population in Room-Temperature Silicon Inversion Layers

**The argument under review.** The argument concerns electrons at a Si(100) surface at 300 K. It runs as follows. The gate field confines the electrons to a few nanometres, so motion normal to the surface is quantized. The lowest subband belongs to the two valleys with the heavy mass along the normal. The other four valleys start higher, by more than $kT$. Their electrons are therefore suppressed by a Boltzmann factor, and the layer may be treated as if every electron were in the lowest subband. This last condition is called the electric quantum limit.

The premises about the energies are acceptable. The conclusion needs populations, and the argument computes none. What fraction of the electrons is in the four higher valleys, and how does it depend on field, density and temperature?

**Levels of the two ladders**

I take parabolic valleys, a hard wall at $z=0$ and silicon in $z>0$. Energies are measured from the conduction-band edge at the interface. Masses $m_l=0.92$ and $m_t=0.19$ are in units of the free-electron mass $m_0$, and $c=\hbar^2/2m_0$. The unprimed ladder has two valleys with normal mass $m_z=m_l$. The primed ladder has four, with $m_z=m_t$. Atomic units would obscure the comparison with $kT$, so I use meV and nm.

Begin with a triangular well, $V=Fz$, where $F$ is the constant force on an electron, directed towards the wall. The normal motion obeys

$$-\frac{c}{m_z}\psi''+Fz\,\psi=E\psi .$$

Set $z=\ell s+E/F$. The equation becomes $\psi_{ss}=(m_zF\ell^3/c)\,s\,\psi$, which is Airy's equation if $\ell^3=c/(m_zF)$. The decaying solution is $\mathrm{Ai}(s)$. It must vanish at $z=0$, where $s=-E/(F\ell)$, so $E=F\ell|a_i|$ with $a_i$ a zero of Ai:

$$E_i=|a_i|\left(\frac{cF^2}{m_z}\right)^{1/3},\qquad |a_1|=2.3381,\quad |a_2|=4.0879 .$$

The lowest level $E_0$ belongs to $a_1$, the next, $E_1$, to $a_2$. The lowest primed level satisfies $E_0'/E_0=(m_l/m_t)^{1/3}=1.692$. It is indeed higher than $E_0$, but lies below $E_1$, since $E_1/E_0=1.748$.

**The missing factor: how many states each level carries**

Each level is the bottom of a two-dimensional band with in-plane energy $c(k_x^2/m_x+k_y^2/m_y)$. States with in-plane energy below $\epsilon$ fill an ellipse of area $\pi\sqrt{m_xm_y}\,\epsilon/c$. Multiply by $2/(2\pi)^2$ for spin and the density of wave vectors, differentiate with respect to $\epsilon$, and include $g$ valleys. The density of states per unit area is constant:

$$D=\frac{g\sqrt{m_xm_y}}{2\pi c}.$$

The unprimed valleys have $g=2$ and in-plane masses $m_t,m_t$. The primed valleys have $g=4$ and in-plane masses $m_l,m_t$. Hence

$$\frac{D'}{D}=\frac{4\sqrt{m_lm_t}}{2m_t}=2\sqrt{\frac{m_l}{m_t}}=4.401 .$$

The mass anisotropy that raises the primed level also gives it more states.

The Fermi function has the antiderivative $-kT\ln[1+e^{(E_F-E)/kT}]$. Integrating upwards from $E_i$ gives the subband density

$$N_i=D\,kT\ln\!\left[1+e^{(E_F-E_i)/kT}\right].$$

When $E_F$ is several $kT$ below both levels, $\ln(1+y)\approx y$ and

$$\frac{N_0'}{N_0}=2\sqrt{\frac{m_l}{m_t}}\;e^{-(E_0'-E_0)/kT}.$$

A gap larger than $kT$ is thus not enough to empty the upper level. The two levels hold equal densities when the gap is $kT\ln 4.401=1.48\,kT$, about 38 meV at 300 K. Inserting the Airy levels,

$$|a_1|(cF^2)^{1/3}\left(m_t^{-1/3}-m_l^{-1/3}\right)=kT\ln\!\left(2\sqrt{m_l/m_t}\right),$$

and solving for $F$,

$$F_\times=\frac{1}{\sqrt c}\left[\frac{kT\ln(2\sqrt{m_l/m_t})}{|a_1|(m_t^{-1/3}-m_l^{-1/3})}\right]^{3/2}.$$

This corresponds to a field of 0.179 MV/cm. In a weaker field, the lowest primed subband holds more electrons than the lowest subband of the whole system.

**Weak and strong fields**

The weak-field limit checks the counting of valleys. Let $x=(cF^2/m_z)^{1/3}/kT$. When $x\ll1$ many levels lie within $kT$, and the sum over a ladder approaches a phase-space integral:

$$\sum_i e^{-E_i/kT}\approx\int_0^\infty\! dz\,e^{-Fz/kT}\int\frac{dk}{2\pi}\,e^{-ck^2/(m_zkT)}
=\frac{kT}{F}\sqrt{\frac{m_zkT}{4\pi c}}=\frac{1}{2\sqrt\pi\,x^{3/2}} .$$

The wall removes some of this. Without the force, the thermal kernel at a point $z$ is $\sqrt{m_zkT/4\pi c}$, and the condition $\psi(0)=0$ subtracts an image term, the same factor times $e^{-m_zkTz^2/c}$. Its integral over $z>0$ is

$$\sqrt{\frac{m_zkT}{4\pi c}}\cdot\frac12\sqrt{\frac{\pi c}{m_zkT}}=\frac14 .$$

The ladder sum is therefore $1/(2\sqrt\pi x^{3/2})-1/4$ to this order. Direct sums over Airy zeros at $x=0.1$ and $0.2$ agree with it to within $0.2\,x^{3/2}$.

The leading term is proportional to $\sqrt{m_z}$. Multiplied by the in-plane mass, it gives $m_t\sqrt{m_l}$ for an unprimed valley and $\sqrt{m_lm_t}\sqrt{m_t}=m_t\sqrt{m_l}$ for a primed one. All six valleys become equivalent, as in bulk silicon, and the primed share tends to $4/6$. The wall term is relatively larger for the light normal mass, so the limit is approached from below. At 0.001 MV/cm the nondegenerate share is 66.55 %.

In the opposite limit, the gap grows as $F^{2/3}$ and the exponential wins. The nondegenerate share falls to 33 % at 0.3 MV/cm and 4 % at 1 MV/cm. At 1 MV/cm the argument under review would be a fair approximation for a nondegenerate layer. With the depletion charge used below, however, such a field requires about $10^{13}$ electrons per cm², and a layer that dense is degenerate.

**The field belonging to a given density**

The field cannot be chosen independently of the charge. Let $N$ be the inversion density and $n(z)$ its profile. Let the depletion charge, of density $N_{\rm dep}$ per area, be uniform over a width $W$. Write $\varepsilon$ for the permittivity of silicon, 11.7 times that of vacuum. Gauss's law gives the force at $z$ from the charge lying deeper:

$$V'(z)=\frac{e^2}{\varepsilon}\left[N_{\rm dep}\left(1-\frac zW\right)+M(z)\right],\qquad M(z)=\int_z^\infty n(z')\,dz' .$$

Average this over the electrons. Since $M'=-n$,

$$\frac1N\int_0^\infty nM\,dz=-\frac1N\int_0^\infty M'M\,dz=\frac{M(0)^2}{2N}=\frac N2 .$$

The mean force is then $(e^2/\varepsilon)[N_{\rm dep}(1-z_{\rm av}/W)+N/2]$, where $z_{\rm av}$ is the mean distance from the interface. For $z_{\rm av}\ll W$ the natural triangular well has

$$F=\frac{e^2}{\varepsilon}\left(N_{\rm dep}+\frac N2\right).$$

**A moderate inversion layer, worked through**

Take $N=N_{\rm dep}=10^{12}\ \mathrm{cm^{-2}}=0.01\ \mathrm{nm^{-2}}$, $W=100$ nm and $T=300$ K, so $kT=25.85$ meV. With $e^2/\varepsilon=1546.6$ meV nm,

$$F=1546.6\times0.015=23.20\ \mathrm{meV/nm},$$

a field of 0.232 MV/cm. With $c=38.100$ meV nm²,

$$E_0=2.3381\left(\frac{38.100\times23.20^2}{0.92}\right)^{1/3}=65.8\ \mathrm{meV},$$

and replacing 0.92 by 0.19 gives $E_0'=111.3$ meV. The gap is 45.5 meV, or $1.76\,kT$, as the argument assumed.

Requiring all subband densities to add up to $N$ gives $E_F=12.5$ meV. The prefactors $DkT$ are 4.104 and 18.060 in units of $10^{12}\ \mathrm{cm^{-2}}$. In the same units,

$$N_0=4.104\ln\!\left(1+e^{(12.54-65.80)/25.85}\right)=0.492,$$

$$N_0'=18.060\ln\!\left(1+e^{(12.54-111.32)/25.85}\right)=0.391 .$$

The second unprimed subband holds 0.077 and the second primed one 0.016. Over all levels, the primed share is 40.8 %, while the lowest subband holds slightly less than half of the electrons.

The density of states can be isolated as a cause. Keep the levels and the total density, but give the primed ladder the unprimed value $D$. Its share drops to 13.8 %. Counting states thus raises the primed share about threefold. Even with equal $D$ the quantum limit would not hold, because the primed ladder would keep 13.8 % and the higher unprimed subbands would also be occupied.

**Does the result survive a realistic well?**

The inversion charge screens the field, so $V'$ decreases with $z$. A well of constant slope is too shallow near the wall and too steep farther out. I therefore also consider the Hartree solution, in which the Schrödinger equation for both ladders and Poisson's equation are solved self-consistently.

That solution has an independent check. Multiply the normal equation by $\psi'$ and integrate over $z>0$. The right side vanishes because $\psi$ is zero at both ends. Integrating the left side by parts gives

$$\frac{c}{2m_z}\psi'(0)^2-\frac12\int_0^\infty V'\psi^2dz=0,\qquad\text{so}\qquad \langle V'\rangle=\frac{c}{m_z}\psi'(0)^2 .$$

The slopes at the wall must reproduce the mean force found from electrostatics, and they do so within the 1 % tolerance set for the grid. At $N=10^{12}\ \mathrm{cm^{-2}}$ they give a mean field of 0.227 MV/cm, slightly below the triangular value because $z_{\rm av}=2.9$ nm is not negligible beside $W$.

The results at 300 K, with $N_{\rm dep}$ and $W$ unchanged, are:

| $N$ ($10^{12}$ cm⁻²) | Primed, triangular (%) | Primed, Hartree (%) | Lowest subband, Hartree (%) |
|---:|---:|---:|---:|
| 0.1 | 47.6 | 48.4 | 38.2 |
| 1 | 40.8 | 43.0 | 45.4 |
| 3 | 29.8 | 35.1 | 55.7 |
| 10 | 13.8 | 24.9 | 68.9 |

At each of these densities the self-consistent well has a smaller gap $E_0'-E_0$ and a larger primed share than the triangular well. At the highest density the gap is 89 meV instead of 115 meV. At $N=10^{12}\ \mathrm{cm^{-2}}$ both levels lie higher in the self-consistent well than in the triangular one, $E_0$ by 9.5 meV and $E_0'$ by 7.0 meV, so the gap shrinks by about 2.4 meV.

Degeneracy also favours the primed ladder at high density. The function $\ln(1+y)/y$ decreases with $y$, and $y=e^{(E_F-E_i)/kT}$ is larger for the lower level. Fermi statistics therefore reduce $N_0$ below its Boltzmann form by a larger factor than $N_0'$. In the triangular well at $N=10^{13}\ \mathrm{cm^{-2}}$, Boltzmann statistics applied to all levels would give a primed share of 4.9 %, whereas Fermi statistics with the same levels give 13.8 %.

**Where the quantum limit does hold**

As $T\to0$, the lowest subband fills to $E_F-E_0=N/D$. It holds all the electrons if this energy is smaller than the distance to the next subband of either ladder. For $N=10^{12}\ \mathrm{cm^{-2}}$,

$$\frac ND=\frac{1}{4.104}\times25.85\ \mathrm{meV}=6.30\ \mathrm{meV}.$$

The Hartree solution at 10 K has this same filling energy and a gap $E_0'-E_0$ of 38.6 meV. Its lowest-subband share is 100 % to the printed precision. The conclusion under review is therefore correct for this layer at 10 K, but not at 300 K.

**What the corrected claim covers**

These percentages belong to a mean-field model of unstrained silicon with rounded masses. It omits image forces, exchange and correlation, penetration into the oxide and nonparabolicity, all of which can shift the levels by several meV or more. As an indication of size, replacing the hard wall by a 3.15 eV oxide barrier with oxide mass 0.5 and $\psi'/m$ continuous raises the Hartree primed share from 43 % to about 49 % at $N=10^{12}\ \mathrm{cm^{-2}}$ and from 25 % to about 37 % at $10^{13}\ \mathrm{cm^{-2}}$. The last digits in the table therefore describe the model, not a real interface. Strain can shift the ladders relative to each other. If it raises the primed valleys rigidly by $\Delta$ in a fixed well, the nondegenerate primed-to-unprimed ratio is multiplied by $e^{-\Delta/kT}$, so a shift of a few $kT$ would largely empty the primed ladder. With the depletion charge used here, that alone would not restore the quantum limit at 300 K, because the higher unprimed subbands stay occupied: with the primed ladder emptied, the Hartree solution puts about 77 % of the electrons in the lowest subband at $N=10^{12}\ \mathrm{cm^{-2}}$ and about 85 % at $10^{13}\ \mathrm{cm^{-2}}$. In a steeper well these subbands empty as well. In the worked triangular layer the second unprimed subband holds 0.16 times as many electrons as the first.

Within the model, the manuscript should replace "all electrons occupy the lowest subband" by a population calculation over both ladders. In the Hartree solution at 300 K with $N_{\rm dep}=10^{12}\ \mathrm{cm^{-2}}$ and $W=100$ nm (a doping near $10^{17}\ \mathrm{cm^{-3}}$), the primed ladder holds between about a quarter and a half of the electrons at the densities in the table. The share depends strongly on the depletion charge. At $N=0.1$, $1$ and $10\times10^{12}\ \mathrm{cm^{-2}}$ it is 14 to 17 % for $N_{\rm dep}=3.6\times10^{12}\ \mathrm{cm^{-2}}$ and $W=36$ nm. It is 6 to 7 % for $N_{\rm dep}=6.3\times10^{12}\ \mathrm{cm^{-2}}$ and $W=21$ nm, where the lowest subband holds over 90 % and the quantum limit becomes a fair approximation. The numerical output below lists the main levels and populations.

## Computed values

```
m_l = 0.92 m0, m_t = 0.19 m0, relative permittivity = 11.7
kT at 300 K = 25.85 meV
c = hbar^2/(2 m0) = 38.100 meV nm^2
e^2/eps = 1546.6 meV nm
depletion density = 1.0 x 10^12 cm^-2
depletion width = 100 nm
Airy zeros |a_1|, |a_2| = 2.3381, 4.0879
level ratio E0'/E0 (triangular) = 1.692
density-of-states ratio primed/unprimed = 4.401
D kT unprimed = 4.104 x 10^12 cm^-2
D kT primed = 18.060 x 10^12 cm^-2
field for N0' = N0, nondegenerate = 0.179 MV/cm
field for primed share 1/2, nondegenerate = 0.141 MV/cm
nondegenerate primed share at 0.001 MV/cm = 66.55 %
nondegenerate primed share at 0.100 MV/cm = 54.81 %
nondegenerate primed share at 0.300 MV/cm = 33.11 %
nondegenerate primed share at 1.000 MV/cm = 3.96 %
Triangular well, inversion density 1.0 x 10^12 cm^-2, 300 K:
  effective field = 0.2320 MV/cm
  E0, E1, E2 = 65.80, 115.04, 155.36 meV
  E0', E1' = 111.32, 194.63 meV
  E0' - E0 = 45.52 meV
  Fermi level = 12.54 meV
  N0, N1, N2 = 0.4923, 0.0771, 0.0163 x 10^12 cm^-2
  N0', N1' = 0.3914, 0.0158 x 10^12 cm^-2
  primed share = 40.8 %
  primed share if both ladders had equal D = 13.8 %
Self-consistent Hartree (SC) and triangular (tri) wells, 300 K:
 N = 0.1 x 10^12 cm^-2: field (tri) 0.162 MV/cm
  E0'-E0: tri 35.9, SC 34.9 meV
  primed share: tri 47.6, SC 48.4 %; lowest subband SC 38.2 %
 N = 1.0 x 10^12 cm^-2: field (tri) 0.232 MV/cm
  E0'-E0: tri 45.5, SC 43.1 meV
  primed share: tri 40.8, SC 43.0 %; lowest subband SC 45.4 %
 N = 3.0 x 10^12 cm^-2: field (tri) 0.387 MV/cm
  E0'-E0: tri 64.0, SC 56.7 meV
  primed share: tri 29.8, SC 35.1 %; lowest subband SC 55.7 %
 N = 10.0 x 10^12 cm^-2: field (tri) 0.928 MV/cm
  E0'-E0: tri 114.7, SC 88.8 meV
  primed share: tri 13.8, SC 24.9 %; lowest subband SC 68.9 %
SC details at 1.0 x 10^12 cm^-2, 300 K:
  E0, E1, E0' = 75.26, 121.18, 118.36 meV
  Fermi level = 19.77 meV
  shares of E0, E1, E0' = 45.4, 8.0, 39.4 %
  mean distance from interface = 2.93 nm
  mean field from wall slopes = 0.2273 MV/cm
SC at 1.0 x 10^12 cm^-2, 10 K:
  E0'-E0 = 38.62 meV, E_F-E0 = 6.30 meV
  lowest-subband share = 100.000 %
```
